# Hydroxyls stranded by random pair reaction on a surface row

## Problem

A surface carries long parallel rows of equally spaced sites, each initially holding one hydroxyl. An arriving precursor molecule can bind where two adjacent hydroxyls of the same row are both present. It consumes both, and the reaction cannot be reversed. Every intact adjacent pair reacts at the same rate $k$, whatever surrounds it. Hydroxyls do not move, do not react singly and are not replenished. Different rows do not interact, and a bound precursor does not hinder reaction at neighbouring sites.

(a) Let $P_n(t)$ be the probability that $n$ given consecutive sites of an infinite row all still carry hydroxyls at time $t$. Derive the equations for $P_n$ and solve them.

(b) Show that a fraction $e^{-2}$ of the hydroxyls is never consumed. Explain the exponent, and compare with a treatment that ignores correlations between neighbours.

(c) Find the mean number $U_L$ left on a finite row of $L$ sites, by a route that does not use part (a).

(d) Generalize the infinite-row result to an initial state in which each site is occupied independently with probability $p$, and in which a hydroxyl can also react alone at rate $rk$.

(e) A precursor of molar mass 320 g/mol is supplied at 0.010 Torr and 500 K for 0.50 s. The sites are 0.30 nm apart and the rows 0.60 nm apart. An impact on the area belonging to an intact pair leads to reaction with probability 0.010. Is the pulse long enough to reach the limit, and how many hydroxyls and bound precursors per unit area result?

(f) Estimate how the answer changes when hydroxyls hop, when reacted neighbours alter the rate, when rows interact, and when ligands block sites.

## Solution

### (a) The equations and their solution

A run of $n$ occupied sites contains $n-1$ internal pairs. Each reacts at rate $k$ and destroys the run. The run is also destroyed if an end hydroxyl reacts with its neighbour just outside. That requires the outside site to be occupied, so the run and this neighbour must form a run of $n+1$, with probability $P_{n+1}$. There are two ends, and no process creates hydroxyls. Hence

$$
\frac{dP_n}{dt}=-(n-1)kP_n-2kP_{n+1},\qquad P_n(0)=1 .
$$

For $n=1$ there is no internal pair and the equation reads $dP_1/dt=-2kP_2$, as it should: a hydroxyl belongs to two possible pairs.

Each equation involves the next one, so the set does not close by itself. To solve it, remove the internal loss by writing

$$
P_n(t)=e^{-(n-1)kt}\,q_n(t).
$$

Differentiating the product gives

$$
-(n-1)k\,e^{-(n-1)kt}q_n+e^{-(n-1)kt}\frac{dq_n}{dt}
=-(n-1)k\,e^{-(n-1)kt}q_n-2k\,e^{-nkt}q_{n+1}.
$$

The first terms cancel. Dividing by $e^{-(n-1)kt}$ leaves

$$
\frac{dq_n}{dt}=-2k\,e^{-kt}q_{n+1}.
$$

Now introduce $u=1-e^{-kt}$, which runs from 0 to 1. Since $du=k\,e^{-kt}dt$,

$$
\frac{dq_n}{du}=-2q_{n+1},\qquad q_n(0)=1 .
$$

The function $q_n$ has a direct meaning. Give each pair an independent clock that rings after an exponentially distributed time with rate $k$; the pair reacts at the ring if both hydroxyls are present. One ring per pair suffices, because after a failed attempt at least one hydroxyl is gone for good. If a run is intact at time $t$, it was intact at all earlier times, so none of its internal clocks can have rung. The probability of that silence is $e^{-(n-1)kt}$. Thus $q_n$ is the probability that the run is intact, given that its internal clocks are silent, and $0\le q_n\le1$.

This bound turns the unclosed set into a convergent series. Integration gives

$$
q_n(u)=1-2\int_0^u q_{n+1}(v)\,dv .
$$

Insert the same equation for $q_{n+1}$, then for $q_{n+2}$, and so on. After $M$ uses,

$$
q_n(u)=\sum_{m=0}^{M-1}\frac{(-2u)^m}{m!}+R_M,
$$

$$
R_M=(-2)^M\int_0^u\frac{(u-v)^{M-1}}{(M-1)!}\,q_{n+M}(v)\,dv .
$$

The fraction in the integral is the volume available to the $M-1$ ordered intermediate integration variables between $v$ and $u$. Because $q_{n+M}$ lies between 0 and 1,

$$
|R_M|\le\frac{(2u)^M}{M!}\to0\quad(M\to\infty).
$$

The series is therefore the exponential, $q_n=e^{-2u}$ for every $n$, and

$$
P_n(t)=\exp\!\left[-(n-1)kt-2\left(1-e^{-kt}\right)\right].
$$

At short times $P_1\simeq1-2kt$, the initial loss expected for a hydroxyl with two intact neighbours.

### (b) The stranded fraction

For a single site and for an adjacent pair,

$$
P_1(t)=\exp\!\left[-2\left(1-e^{-kt}\right)\right],\qquad P_2(t)=e^{-kt}P_1(t).
$$

As $kt\to\infty$, $P_2\to0$: no reactive pair remains. But

$$
P_1(\infty)=e^{-2}=0.1353 .
$$

Every site started with a hydroxyl, so this is also the fraction of the initial hydroxyls left behind, 13.5 percent. The rate $k$ sets the time scale and drops out of the limit. Each bound precursor has used two hydroxyls, so their final number per site is $(1-e^{-2})/2=0.432$, against 0.5 for perfect pairing.

The exponent 2 counts the two sides of a site. Cut the row at a chosen site and let that site be the end of a half-row to the right and of another to the left. Until the chosen hydroxyl is consumed, reactions on one side cannot influence the other. It survives in the full row if and only if it survives in both half-rows, whose clocks are independent.

For a run of $n$ sites starting at the end of a half-row, there is one outside neighbour instead of two. The calculation in (a) then applies with 2 replaced by 1, and the end site survives with probability $e^{-u}$. The product for two sides is $e^{-2u}$. At long times each side contributes $e^{-1}=0.368$.

If neighbouring occupations were uncorrelated, one would set $P_2=P_1^2$ and obtain

$$
\frac{dP_1}{dt}=-2kP_1^2\quad\Rightarrow\quad \frac{1}{P_1}=1+2kt .
$$

This tends to zero and predicts no stranded hydroxyls. In the actual row, the probability that the neighbour on a given side of a surviving hydroxyl also survives is $P_2/P_1=e^{-kt}$. It vanishes while $P_1$ stays finite. Stranding is thus a correlation effect: immobile survivors lose their partners.

### (c) A finite row

Consider an open row of $L\ge2$ hydroxyls. All $L-1$ pairs are equally likely to react first. If sites $i$ and $i+1$ react, they leave independent rows of $i-1$ and $L-i-1$ sites. Averaging over $i$,

$$
U_L=\frac{1}{L-1}\sum_{i=1}^{L-1}\left(U_{i-1}+U_{L-i-1}\right)
=\frac{2}{L-1}\sum_{j=0}^{L-2}U_j ,
$$

with $U_0=0$ and $U_1=1$. The two sums are equal because they contain the same lengths in opposite order.

Define $G(x)=\sum_{L\ge0}U_Lx^L$. Multiply the recursion by $(L-1)x^L$ and sum over $L\ge2$. The left side is $xG'-G$, since the terms with $L=0$ and $L=1$ vanish. On the right, a running sum of coefficients corresponds to division by $1-x$, and the shift by two sites gives $x^2$:

$$
xG'-G=\frac{2x^2}{1-x}\,G .
$$

Therefore

$$
\frac{G'}{G}=\frac1x+\frac{2x}{1-x}=\frac1x-2+\frac{2}{1-x}.
$$

Integration, with $G\simeq x$ at small $x$ fixing the constant, yields

$$
G(x)=\frac{x\,e^{-2x}}{(1-x)^2}.
$$

Since $x/(1-x)^2=\sum_{m\ge1}m\,x^m$, multiplication by the series of $e^{-2x}$ gives

$$
U_L=\sum_{j=0}^{L-1}\frac{(-2)^j}{j!}(L-j).
$$

This gives $U_2=0$ and $U_3=3-4+2=1$, as must be. For long rows the sum may be extended to infinity, because the factorial suppresses the added terms. Using $\sum_j j\,z^j/j!=z\,e^z$ at $z=-2$,

$$
U_L\simeq L\,e^{-2}+2e^{-2}=e^{-2}(L+2).
$$

The fraction $U_L/L$ tends to $e^{-2}$, in agreement with (b). The two ends together add $2e^{-2}\simeq0.27$ hydroxyl. A row of 100 sites, 30 nm long at the given spacing, strands 0.138 of its hydroxyls, a relative increase of 2 percent.

### (d) Incomplete coverage and single reactions

Initially $P_n(0)=p^n$. Single reactions destroy a run at the additional rate $nrk$, so

$$
\frac{dP_n}{dt}=-\left[(n-1)+nr\right]kP_n-2kP_{n+1}.
$$

Write $P_n=p^n e^{-[(n-1)+nr]kt}Q_n$. The internal terms cancel as before. Since the prefactor of $P_{n+1}$ is that of $P_n$ times $p\,e^{-(1+r)kt}$,

$$
\frac{dQ_n}{dt}=-2kp\,e^{-(1+r)kt}Q_{n+1}.
$$

With

$$
w=\int_0^t k\,e^{-(1+r)kt'}dt'=\frac{1-e^{-(1+r)kt}}{1+r},
$$

this becomes $dQ_n/dw=-2pQ_{n+1}$. Again $Q_n$ is a conditional survival probability between 0 and 1, now given initial occupation and silent internal and single-site clocks. The iteration in (a) gives $Q_n=e^{-2pw}$ and

$$
P_1(t)=p\,e^{-rkt}\exp\!\left[-\frac{2p}{1+r}\left(1-e^{-(1+r)kt}\right)\right].
$$

For $r=0$ the final occupation is $p\,e^{-2p}$ per site, or $e^{-2p}$ of the hydroxyls initially present. At $p=0.90$ this fraction is 0.165. For $p\to0$ it tends to 1, because nearly every hydroxyl starts without a partner. The number per site has derivative $(1-2p)e^{-2p}$ and is largest at $p=1/2$. Between half and full coverage, removing hydroxyls at random before the pulse therefore leaves more of them after it.

For any $r>0$, $P_1$ eventually vanishes. If $r\ll1$, the value $e^{-2}$ of an initially full row appears as a plateau for $1/k\ll t\ll1/(rk)$.

### (e) The pulse

Kinetic theory gives the number of impacts per unit area and time as

$$
J=\frac{p_{\rm gas}}{\sqrt{2\pi m k_{\rm B}T}}=8.78\times10^3\ {\rm nm^{-2}\,s^{-1}},
$$

where $p_{\rm gas}$ is the precursor pressure and $m$ the molecular mass. An infinite row has one adjacent pair per site, so the area per pair is $0.30\times0.60=0.180$ nm². Hence

$$
k=0.010\times8.78\times10^3\times0.180=15.8\ {\rm s^{-1}},
$$

$$
kt=15.8\times0.50=7.90 .
$$

After the pulse $P_1=0.1354$, and the probability that a given adjacent pair is intact is $5.0\times10^{-5}$. The limit has been reached for practical purposes. To find when $P_1$ is 1 percent above its limit, set $\exp(2e^{-kt})=1.01$:

$$
t=-\frac1k\ln\!\left(\frac{\ln1.01}{2}\right)=0.335\ {\rm s}.
$$

Under the model's assumptions, a longer pulse gains almost nothing.

The initial hydroxyl density is $1/0.180=5.56$ nm⁻². The stranded density is $0.1353\times5.56=0.75$ nm⁻², and the bound-precursor density is $0.432\times5.56=2.40$ nm⁻². Perfect pairing would bind 2.78 nm⁻², so random reaction lowers the uptake by 13.5 percent.

### (f) Where the result changes

**Hopping.** Let a hydroxyl hop to an adjacent emptied site at rate $h$ in each available direction. Without hopping, gaps consist of whole reacted pairs and have even length, at least two sites. The first hop into such a gap leaves at least one empty site ahead, so it cannot form a new pair. If the hydroxyl came from the end of a run, the hop breaks a pair.

A run with expected final number $U_n$ then becomes a run of $n-1$ plus an isolated hydroxyl, with expected number $U_{n-1}+1$. This is never smaller than $U_n$. From (c),

$$
U_n-U_{n-1}=\sum_{j=0}^{n-1}\frac{(-2)^j}{j!},
$$

whose successive values are $1,-1,1,-1/3,\ldots$. From the third value on, the added terms alternate in sign and shrink, so no later value exceeds 1. Rare hops therefore increase stranding slightly, while repeated hops let separated hydroxyls meet and react.

Take an attempt rate of $10^{13}$ s⁻¹ and $h=10^{13}\,{\rm s^{-1}}\exp(-E/k_{\rm B}T)$. At 500 K a barrier $E=1.7$ eV gives $h=7.3\times10^{-5}$ s⁻¹. Solving the rate equations for all occupation states of a 12-site ring gives a change of only $+1.9\times10^{-6}$ in the fraction after the 0.50 s pulse. At 1.3 eV, $h=0.79$ s⁻¹ and the change is $+0.0012$. This small value is a near-cancellation, not a sign that hopping is negligible. Scaling the 1.7 eV change in proportion to $h$ would give $+0.020$, but hops are no longer rare ($ht\approx0.4$) and separated hydroxyls already meet. The change is $+0.011$ at 0.2 s and has turned negative by 0.6 s. If the exposure at 1.3 eV is extended to 10 s, the ring fraction falls to 0.029, against 0.135 without hopping. The last mobile value belongs to the small ring and depends on its size and parity: 13 sites give 0.077, because one hydroxyl can never pair, and 14 sites give 0.041. A long row retains about 0.057 at 10 s.

**Neighbour-dependent rates.** If each reacted site bordering a pair halves its rate, a 12-site ring finally retains 0.155. The value $e^{-2}$ thus depends on the assumption of equal pair rates.

**Reaction between rows.** If pairs across rows reacted as readily as pairs along them, the sites would form a square lattice. A random sequence of reactions on $300\times300$ sites leaves 0.093. With rows twice as far apart as sites this is an extreme comparison, not a prediction.

**Ligand blocking.** Suppose that at least one unused site must remain between bound precursors. Each precursor with its spare site then acts as an object three sites long. So that the last precursor also has a spare site, add one fictitious empty site at the end of an open row and let $L$ include it; a row of $L-1$ hydroxyls then has length $L$. For $L\ge3$, averaging over the first placement gives the mean number of bound precursors

$$
B_L=1+\frac{2}{L-2}\sum_{j=0}^{L-3}B_j,\qquad B_0=B_1=B_2=0 .
$$

For long rows this grows by 0.275 per added site. Two hydroxyls are used per precursor, so the unreacted fraction is $1-2\times0.275=0.45$. These hydroxyls need not be isolated: some adjacent pairs survive because ligands deny access to them.

**Comparison with a real process.** The molar mass is that of hafnium tetrachloride. The other parameters, including the reaction probability, are round values assumed for illustration. The hydroxyl density of a real oxide depends on the material and its pretreatment. Real oxide surfaces are generally not isolated, perfectly ordered rows, and a metal chloride can also react with one hydroxyl. With $p=1$ and $r=0.01$, the fraction after the pulse falls from 0.135 to 0.128. With $r=1$, the formula in (d) gives about $10^{-4}$, provided that ligands block nothing. Ligand blocking alone can raise the fraction to 0.45 in the case above. The value 13.5 percent therefore belongs to the stated pair-reaction model and should not be used as a general estimate for chloride processes.

The main numerical values, together with direct random-sequence results for the row, are listed in the numerical output.

## Table of computed values

```
Stranded fraction, exp(-2): 0.135335
Stranded percentage: 13.53 %
Open-row recursion slope: 0.135335
End-site survival: 0.367879
Random-order row, 200000 sites: 0.13486
Largest ring-formula difference: 3.02e-08
Mobile 10-site ring, kt=100, fraction left: 2.04e-07
Molar mass: 320 g/mol
Precursor pressure: 0.010 Torr
Temperature: 500 K
Pulse length: 0.50 s
Site spacing: 0.30 nm
Row spacing: 0.60 nm
Area per pair: 0.180 nm^2
Reaction probability per impact: 0.010
Impingement flux: 8781.9 nm^-2 s^-1
Pair reaction rate: 15.807 s^-1
Pulse k*t: 7.904
Hydroxyl fraction after pulse: 0.135435
Intact-pair probability after pulse: 5.00e-05
Time to within 1% of limit: 0.335 s
Initial hydroxyl density: 5.556 nm^-2
Final stranded density: 0.752 nm^-2
Final bound-precursor density: 2.402 nm^-2
Perfect-pairing precursor density: 2.778 nm^-2
Terrace length: 30.0 nm
Terrace sites: 100
Terrace stranded fraction: 0.13804
Incomplete initial coverage: 0.90
Its stranded fraction of initial OH: 0.16530
Random-order check of that fraction: 0.16557
Single/pair reaction-rate ratio: 0.010
Fraction after pulse with single reaction: 0.12764
Hopping attempt rate: 1.0e+13 s^-1
Barrier 1.7 eV: hop rate/direction 7.32e-05 s^-1
Barrier 1.7 eV: 12-site ring shift +1.86e-06
Barrier 1.3 eV: hop rate/direction 7.88e-01 s^-1
Barrier 1.3 eV: 12-site ring shift +1.16e-03
Long exposure at 1.3 eV: 10.0 s
Long exposure, immobile ring fraction: 0.13533
Long exposure, mobile ring fraction: 0.02915
Rate factor per reacted neighbour: 0.50
Stranded fraction with that factor: 0.15460
Equal-rate square-lattice fraction: 0.09344
Fraction with one-site ligand spacer: 0.45090
```
